\section*{Time to Fill the Last of N Independent Adsorption Sites}

\section{A question the coverage law cannot answer}

Suppose a precursor pulse must fill every adsorption site on a small patch of surface. The Langmuir law for irreversible adsorption, $\theta(t)=1-e^{-kt}$, gives no pulse length: setting $\theta=1$ requires $t=\infty$. A natural repair is to stop when the law predicts one vacancy among $N$ sites, $Ne^{-kt}=1$, so that $t=\ln N/k$. For $N=10000$ this is $9.21/k$, but at that moment the patch is full with a probability of only 0.37. The repair has the correct leading term and lacks a correction that does not vanish as $N$ grows. The mean filling time is
\begin{equation}
\langle T\rangle=\frac{1}{k}\sum_{m=1}^{N}\frac1m\equiv\frac{H_N}{k}
=\frac1k\left[\ln N+\gamma+\frac{1}{2N}+O(N^{-2})\right],
\label{eq:main}
\end{equation}
where $\gamma=0.5772$ is Euler's constant. For $N=10000$ it equals $9.79/k$.

The assumptions are these. All $N$ sites are empty at $t=0$. Each fills independently with the same constant probability rate $k$, and a filled site stays filled. Time is measured below by $u=kt$, and $U=kT$ is the scaled time at which the last site fills.

\section{The exact mean}

The probability $q$ that a given site is still empty obeys $dq/du=-q$ with $q(0)=1$, so $q=e^{-u}$. The mean coverage is therefore $1-e^{-u}$ for any $N$. It is below one at every finite time because there is always some chance that a site has been missed. In a single run, however, the number of vacancies is an integer, and it reaches zero at a finite random time.

The patch is full at $u$ if all $N$ independent sites are filled:
\begin{equation}
P(U\le u)=(1-e^{-u})^N .
\label{eq:dist}
\end{equation}
A positive random time is the integral of 1 from 0 to $U$. Averaging that integral gives $\langle U\rangle=\int_0^\infty P(U>u)\,du$. Substitute $y=1-e^{-u}$, for which $dy=e^{-u}du=(1-y)\,du$:
\begin{align}
\langle U\rangle&=\int_0^\infty\left[1-(1-e^{-u})^N\right]du
=\int_0^1\frac{1-y^N}{1-y}\,dy \nonumber\\
&=\int_0^1\sum_{m=0}^{N-1}y^m\,dy=\sum_{m=0}^{N-1}\frac1{m+1}=H_N .
\end{align}
The second line uses the finite geometric sum.

The same sum has a direct reading. When $m$ sites are vacant, the chance that none of them fills during a further time $u$ is $(e^{-u})^m=e^{-mu}$. The wait for the next filling is thus exponential, with mean $1/m$ and variance $1/m^2$. Since an exponential wait has no memory, successive waits are independent, and both means and variances add:
\begin{equation}
\langle U\rangle=\sum_{m=1}^N\frac1m,\qquad
\mathrm{Var}\,U=\sum_{m=1}^N\frac1{m^2}\;\longrightarrow\;\frac{\pi^2}{6}.
\end{equation}
The standard deviation rises with $N$ but never exceeds its limit, $\pi/\sqrt6=1.28$. The last site alone takes a mean time $1/k$, which is 10.2\% of the total for $N=10000$.

\section{The logarithm and its corrections}

Let $a_N=H_N-\ln N$. Then
\begin{equation}
a_m-a_{m+1}=\ln\left(1+\frac1m\right)-\frac1{m+1}
=\int_m^{m+1}\left(\frac1x-\frac1{m+1}\right)dx>0 ,
\end{equation}
so $a_N$ decreases. It is also positive, because $H_N>\int_1^{N+1}dx/x>\ln N$. A decreasing positive sequence has a limit, and that limit defines $\gamma$. Summing the differences from $m=N$ to infinity gives the remainder:
\begin{align}
a_N-\gamma&=\sum_{m=N}^\infty\left[\ln\left(1+\frac1m\right)-\frac1{m+1}\right]\nonumber\\
&=\sum_{m=N}^\infty\left[\left(\frac1m-\frac1{2m^2}\right)-\left(\frac1m-\frac1{m^2}\right)+O(m^{-3})\right]\nonumber\\
&=\sum_{m=N}^\infty\left[\frac1{2m^2}+O(m^{-3})\right]=\frac1{2N}+O(N^{-2}).
\end{align}
The last step uses $\sum_{m\ge N}m^{-2}=1/N+O(N^{-2})$. This proves Eq.~(\ref{eq:main}). For $N=10000$,
\begin{equation}
\langle U\rangle\simeq 9.2103+0.5772+0.00005=9.7876 .
\end{equation}
Direct sampling of all 10000 filling times in 4000 runs gave $9.810\pm0.020$, about one standard error above this value.

The correction $\gamma$ is the large-$N$ limit of the mean of $U-\ln N$. The distribution of this difference also has a limit. Put $u=\ln N+s$ in Eq.~(\ref{eq:dist}) and hold $s$ fixed:
\begin{equation}
P(U\le\ln N+s)=\left(1-\frac{e^{-s}}{N}\right)^N\longrightarrow \exp(-e^{-s}).
\label{eq:gumbel}
\end{equation}
At $s=0$ this is $1/e=0.37$, the probability quoted at the start. At the mean filling time, $s\simeq\gamma$, and the expected number of vacancies is $e^{-\gamma}\simeq0.56$. The patch is then full with probability $e^{-0.56}\simeq0.57$. A pulse of mean length therefore leaves at least one vacancy in 43\% of runs. To be full with probability $p$, solve $\exp(-e^{-s})=p$:
\begin{equation}
u_p\simeq\ln N-\ln(-\ln p),\qquad u_{0.99}\simeq13.81 .
\end{equation}

\subsection{A second limit: a fixed fraction of vacancies}

Now stop when $fN$ sites remain vacant, with $f$ fixed and $fN$ a large integer. Only the waits from $m=N$ down to $m=fN+1$ count:
\begin{equation}
H_N-H_{fN}\simeq\left(\ln N+\gamma+\frac1{2N}\right)-\left(\ln fN+\gamma+\frac1{2fN}\right)
=-\ln f-\frac{1-f}{2fN}.
\end{equation}
The constant $\gamma$ cancels. The leading term is the time at which the deterministic law reaches coverage $1-f$, and the correction vanishes as $N$ grows. For $f=0.01$ and $N=10000$ the result is $4.605-0.005=4.600$. The coverage law is thus a good guide to 99\% coverage and fails for the last few sites, where the vacancy count is of order one. The last 100 sites take a mean time $5.19/k$, longer than the first 9900.

\section{When desorption spoils the result}

Let each filled site empty at rate $d$, and let $T$ now be the first moment at which all sites are full. Let $h_m$ be the mean time to go from $m$ vacancies to $m-1$ for the first time. The total event rate is $R=mk+(N-m)d$. The first event comes after a mean time $1/R$. With probability $(N-m)d/R$ it is a desorption, after which the system must come back from $m+1$ to $m$ and then still reach $m-1$. Hence
\begin{align}
R\,h_m&=1+(N-m)d\,(h_{m+1}+h_m),\nonumber\\
mk\,h_m&=1+(N-m)d\,h_{m+1}.
\end{align}
The second line follows by subtracting $(N-m)d\,h_m$ from both sides.

Take $N$ large with $x=Nd/k$ fixed. The effect of desorption comes mainly from $m\ll N$, where $(N-m)d\simeq xk$. Iterating $kh_m\simeq(1+x\,kh_{m+1})/m$ gives
\begin{equation}
k h_m\simeq\sum_{j\ge0}\frac{x^j}{m(m+1)\cdots(m+j)} .
\end{equation}
Summed over $m$, the term $j=0$ gives $H_N$. For $j\ge1$ the identity
\begin{equation}
\frac{1}{m\cdots(m+j)}=\frac1j\left[\frac1{m\cdots(m+j-1)}-\frac1{(m+1)\cdots(m+j)}\right]
\end{equation}
makes the sum telescope. For large $N$ the term left at the upper end vanishes. Only the first term in the bracket at $m=1$ survives, and it equals $1/j!$. Therefore
\begin{equation}
k\langle T\rangle\simeq H_N+\sum_{j\ge1}\frac{x^j}{j\,j!}
=H_N+\int_0^x\frac{e^y-1}{y}\,dy .
\label{eq:des}
\end{equation}
For $x\ll1$ the added time is $x/k$. For $x\gg1$ it grows as $e^x/(xk)$, provided $x^2\ll N$; for $N=10000$ and $x=100$ the added time is already only about 0.6 of this estimate. The recursion for $N=10000$ gives mean times of $9.89/k$, $11.10/k$ and about $2490/k$ at $x=0.1$, $1$ and $10$. The last case has $d/k=0.001$, so $d\ll k$ is not a sufficient condition for neglecting desorption. The stricter condition $Nd\ll k$ is sufficient.

\section{A patch in the regime of indium oxide deposition}

Consider trimethylindium vapour (mass 159.92 u) at $P=0.01$ Torr and $\mathcal T=473$ K, above sites of area $A=0.5$ nm$^2$. Let each hit on an empty site react with probability $r=0.001$. These are rough, chosen values. Ten thousand sites then form a square 70.7 nm wide. For a Maxwell gas of density $n=P/k_B\mathcal T$, the flux onto the surface is
\begin{equation}
n\int_0^\infty v\sqrt{\frac{M}{2\pi k_B\mathcal T}}\;e^{-Mv^2/2k_B\mathcal T}\,dv
=n\sqrt{\frac{k_B\mathcal T}{2\pi M}}=\frac{P}{\sqrt{2\pi Mk_B\mathcal T}},
\end{equation}
here $1.277\times10^4$ nm$^{-2}$s$^{-1}$. Each site receives 6386 hits per second, so $k=6386\times0.001=6.386$ s$^{-1}$ and
\begin{equation}
\langle T\rangle=\frac{9.7876}{6.386\ \mathrm{s}^{-1}}=1.53\ \mathrm{s},
\end{equation}
with a standard deviation of 0.20 s. The mean exposure is 0.0153 Torr s. Coverage of 99\% takes 0.72 s, while a 99\% chance of a full patch takes 2.16 s. At the same $k$, a 300 mm wafer with $1.41\times10^{17}$ sites would have, in the complete absence of desorption, a mean filling time of $40.07/k=6.27$ s, about four times that of the patch.

With an assumed desorption barrier of 1.8 eV and an attempt rate of $10^{13}$ s$^{-1}$, $x=0.001$ and the added time is about 0.16 ms. At a barrier of 1.52 eV, $x$ reaches one for the patch. The wafer is far more sensitive, because $x$ is proportional to $N$: at 1.8 eV it has $x\simeq1.5\times10^{10}$ and would in practice never be completely full. There $x=1$ requires a barrier of 2.75 eV. The mean free path in the pure vapour, for an assumed molecular diameter of 0.7 nm, is 2.25 mm. A nitrogen carrier gas at 1 Torr would shorten it to roughly 20 $\mu$m. Both lengths are far larger than the patch, so molecules reach it without gas collisions on its own scale. The supply is a stricter matter: a gas gap 1 cm high holds just 1.02 molecules per site. If the gap were closed, only one of its walls reacted and each filled site used one molecule, the precursor pressure would end near $0.02/1.02\simeq2\%$ of its initial value. Constant $k$ therefore requires a continuous feed.

Unequal sites can lengthen the filling time severalfold. Let 1\% of the sites be ten times slower, with the other rates held fixed. Equation~(\ref{eq:dist}) becomes $(1-e^{-u})^{9900}(1-e^{-u/10})^{100}$. The fast sites are normally full long before the slow ones, so the mean is close to that of the slow group alone, $10H_{100}=51.87$, or 8.12 s. For equal prefactors, a factor of ten in rate at 473 K needs an extra barrier of only 0.094 eV. Even a normal distribution of barriers with a standard deviation of 0.01 eV, at the same mean rate $k$, raises the mean filling time of the patch from $9.79/k$ to $12.85/k$.

Independence can fail as well: an adsorbed precursor may keep some of its ligands, and these can cover neighbouring sites. As a simple model, let each molecule on a square lattice permanently close its four nearest neighbours. In 100 runs on a periodic lattice of $100\times100$ sites, filling stopped at a mean coverage of 0.364, after a mean time of $(7.95\pm0.13)/k$. The time changes by about a fifth, but the meaning changes more, since the surface is then saturated and not full. Equation~(\ref{eq:main}) is a good estimate of the saturation time if the supply keeps $k$ constant, if the sites counted fill independently of one another and at nearly equal rates, and if $Nd\ll k$. The reaction probability is only an assumed value, and every time quoted in seconds for the independent-site model without desorption varies as its inverse. The numerical output below lists most of the values used.

\section*{Computed values}
\begin{verbatim}
number of sites N: 10000
mean filling time H_N: 9.7876 /k
same from quadrature: 9.7876 /k
ln N: 9.2103; Euler gamma: 0.5772
standard deviation: 1.2825 /k
sampled mean (4000 runs): 9.810 +- 0.020 /k
median filling time: 9.577 /k
time for 99% chance of full: 13.810 /k
mean time to 99% coverage: 4.600 /k
mean time for last 100 sites: 5.187 /k
share of last site in mean time: 10.2 %
mean vacancies at mean time: 0.5614
mean coverage at mean time: 0.9999439
chance of full at mean time: 0.5704
chance of full at ln N / k: 0.3679
pressure: 0.01 Torr; temperature: 473 K
precursor mass: 159.92 u
site area: 0.5 nm2; patch width: 70.7 nm
reaction probability per hit: 0.001
flux: 1.277e+04 /(nm2 s)
hits per site: 6386 /s
adsorption rate k: 6.386 /s
mean filling time: 1.533 s
standard deviation: 0.201 s
mean time to 99% coverage: 0.720 s
time for 99% chance of full: 2.163 s
mean exposure to fill: 0.0153 Torr s
sites on 300 mm wafer: 1.41e+17
wafer mean filling time: 40.07 /k = 6.27 s
thermal energy: 0.04076 eV
desorption barrier: 1.8 eV; attempt rate: 1e+13 /s
desorption rate d: 6.62e-07 /s; x = N d/k: 0.00104
added time from desorption: 0.000162 s
barrier at which x = 1: 1.520 eV
mean filling time at x = 0.1: 9.89 /k
mean filling time at x = 1: 11.10 /k
mean filling time at x = 10: 2486.76 /k
1% of sites 10x slower: 51.87 /k = 8.12 s
extra barrier for 10x slower: 0.0939 eV
blocking, jamming coverage: 0.3639
blocking, jamming time: 7.95 +- 0.13 /k
molecular diameter: 0.7 nm
mean free path: 2.25 mm
gas molecules per site, 1 cm gap: 1.021
\end{verbatim}
